# Mean energy loss of sputtered atoms in hard-sphere gas collisions

## 1. What symmetry fixes

A sputtered atom of mass $m_1$, speed $v$ and energy $E=m_1v^2/2$ strikes a gas atom of mass $m_2$ at rest. The collision is elastic, and the atoms are classical hard spheres whose centres are a distance $d$ apart at contact. The mean loss $\langle\Delta E\rangle$ can depend on $m_1,m_2,v,d$. No dimensionless number containing $v$ or $d$ can be formed from these, so $\langle\Delta E\rangle/E$ depends on the mass ratio alone.

More follows in the centre-of-mass (CM) frame. There each atom has momentum $\mu v$, with $\mu=m_1m_2/M$ and $M=m_1+m_2$, and an elastic collision merely turns it. The mean square momentum transfer is therefore $C\mu^2v^2$, where $C$ is a number set by the angular distribution. The target, initially at rest, receives the energy $q^2/(2m_2)$ for a transfer $q$, so

$$\frac{\langle\Delta E\rangle}{E}=\frac{C\mu^2v^2/(2m_2)}{m_1v^2/2}=C\,\frac{m_1m_2}{M^2}. \tag{1}$$

If scattering is isotropic in the CM frame, equal masses determine $C$. The two atoms then leave in opposite, uniformly distributed CM directions, so neither is favoured and each carries $E/2$ on average. Equation (1) gives $C/4=1/2$, hence $C=2$ and

$$f\equiv\frac{\langle\Delta E\rangle}{E}=\frac{2m_1m_2}{M^2}. \tag{2}$$

It remains to show that hard spheres scatter isotropically, and to find what (2) implies for a real flight. Atomic units, $\hbar=1$, are used in the algebra.

## 2. Kinematics and isotropy

The CM velocity is $\mathbf V=m_1\mathbf v/M$. Relative to it the projectile moves at speed $m_2v/M$, which is unchanged by the collision. If $\mathbf e$ is the outgoing relative direction, at CM angle $\theta$ to $\mathbf v$,

$$\mathbf v'=\frac{m_1}{M}\mathbf v+\frac{m_2}{M}v\,\mathbf e. \tag{3}$$

Squaring and dividing by $v^2$ gives

$$\frac{E'}{E}=\frac{m_1^2+m_2^2+2m_1m_2\cos\theta}{M^2}. \tag{4}$$

Since $M^2-m_1^2-m_2^2=2m_1m_2$, the mean loss for any elastic angular law is

$$\frac{\langle\Delta E\rangle}{E}=f\,(1-\langle\cos\theta\rangle). \tag{5}$$

For smooth hard spheres let $\eta$ be the angle between $\mathbf v$ and the line of centres at contact. The impact parameter is $b=d\sin\eta$. The relative velocity is reflected in the contact plane, so $\theta=\pi-2\eta$ and

$$b=d\cos\frac{\theta}{2},\qquad \frac{b^2}{d^2}=\frac{1+\cos\theta}{2}. \tag{6}$$

Impact points are uniform over the disk of radius $d$, so $b^2/d^2$ is uniform on $[0,1]$. By (6), $\cos\theta$ is uniform on $[-1,1]$. That is isotropic scattering, with $\langle\cos\theta\rangle=0$ and cross section $\sigma=\pi d^2$. Equation (5) then reduces to (2).

The impulse $J$ along the line of centres gives the same result without the CM frame. The projectile loses kinetic energy $Jv\cos\eta-J^2/(2m_1)$ and the target gains $J^2/(2m_2)$. Equating them gives $J=2\mu v\cos\eta$, and the fractional loss is

$$\frac{J^2/(2m_2)}{m_1v^2/2}=\frac{4m_1m_2}{M^2}\cos^2\eta. \tag{7}$$

Because $\cos^2\eta=1-b^2/d^2$ averages to $1/2$, (2) follows again.

From $(m_1-m_2)^2\ge0$ one has $4m_1m_2\le M^2$, so $f\le1/2$, with equality for equal masses. When one mass is much smaller than the other, $f$ tends to twice the ratio of the smaller to the larger. A light projectile bounces off and gives the target little energy, though not little momentum; a heavy one is barely slowed.

## 3. Several collisions: mean and typical energy

By (4), $x=E'/E$ is linear in $\cos\theta$ and is therefore uniform between $\alpha$ and 1, where

$$\alpha=\left(\frac{m_1-m_2}{M}\right)^2. \tag{8}$$

This distribution does not depend on $E$. If each collision involves a fresh gas atom at rest and an independent impact point, the successive ratios are independent and their means multiply:

$$\langle E_n\rangle=E_0(1-f)^n. \tag{9}$$

After one collision the energy is uniformly distributed, so the arithmetic mean is also the median. After many collisions $\ln E$ is a sum of many independent terms, and the geometric mean, which follows the average logarithm, is the better guide to a typical atom. Its logarithmic decrement per collision is

$$\xi=-\frac{1}{1-\alpha}\int_\alpha^1\ln x\,dx
=-\frac{[x\ln x-x]_\alpha^1}{1-\alpha}
=1+\frac{\alpha\ln\alpha}{1-\alpha}, \tag{10}$$

so the geometric mean is $E_0e^{-n\xi}$. It lies below (9) because the logarithm is concave: atoms that happen to lose little energy in their collisions hold up the arithmetic mean.

## 4. Energy after a given path

Let the gas have number density $N$, with uncorrelated atoms at rest. Since $\sigma$ is independent of energy, the chance of a collision per unit path is constant, $1/\lambda=N\sigma$. The number of collisions on a path $s$ is then Poisson distributed with mean $s/\lambda$. Averaging (9) gives

$$\langle E(s)\rangle=E_0e^{-s/\lambda}\sum_{n=0}^{\infty}\frac{[(1-f)s/\lambda]^n}{n!}
=E_0e^{-fs/\lambda}. \tag{11}$$

The result is linear in $E_0$, so for a spread of starting energies $E_0$ may be replaced by its mean.

The path is longer than the distance gained, because the atom turns. Let $\rho=m_2/m_1>1$ and $c=\cos\theta$. From (3), $\mathbf v'$ is proportional to $\mathbf v/v+\rho\,\mathbf e$, so the laboratory deflection $\chi$ obeys

$$\cos\chi=\frac{1+\rho c}{y},\qquad y=\sqrt{1+\rho^2+2\rho c}. \tag{12}$$

Now $dc=y\,dy/\rho$ and $1+\rho c=(y^2+1-\rho^2)/2$. With $c$ uniform,

$$\kappa\equiv\langle\cos\chi\rangle=\frac{1}{4\rho}\int_{\rho-1}^{\rho+1}(y^2+1-\rho^2)\,dy. \tag{13}$$

The first term integrates to $2\rho^2+2/3$ and the rest to $2-2\rho^2$. Their sum is $8/3$, so

$$\kappa=\frac{2}{3\rho}=\frac{2m_1}{3m_2}\qquad(m_1<m_2). \tag{14}$$

The azimuth is random, so each collision multiplies the mean direction vector by $\kappa$. The Poisson average, done as in (11), gives a mean forward cosine $e^{-(1-\kappa)s'/\lambda}$ after path $s'$. Integrating over $s'$ from 0 to $s$ yields the mean advance along the initial direction,

$$\langle z\rangle=\frac{\lambda}{1-\kappa}\left[1-e^{-(1-\kappa)s/\lambda}\right]. \tag{15}$$

For $s\ll\lambda$ this is $s$; for a long path it saturates at $\lambda/(1-\kappa)$.

## 5. Silicon in argon

Take silicon, $m_1=28.09$ u, leaving a target at 5 eV into argon, $m_2=39.95$ u, at 10 mTorr and 400 K. The contact distance $d=2.20$ angstrom is a round model parameter, not fitted to the silicon-argon interaction. The value of $f$ does not depend on it, but the mean free path and the energy after a given path do. Equation (2) gives

$$f=\frac{2(28.09)(39.95)}{(68.04)^2}=0.485.$$

The first collision removes 2.42 eV on average. A head-on collision removes 4.85 eV, since $\alpha=0.0304$. The decrement is $\xi=0.891$.

| Collisions | Mean energy (eV) | Geometric mean (eV) |
|---:|---:|---:|
| 1 | 2.58 | 2.05 |
| 2 | 1.33 | 0.84 |
| 3 | 0.68 | 0.35 |
| 4 | 0.35 | 0.14 |

The table takes the gas atoms at rest. In that model the two averages differ by a factor of about 2.5 after four collisions, so the mean alone describes the population poorly. At 400 K the last rows are too low, the geometric mean most of all: the thermal term in (20) below is 0.057 eV, about 40% of 0.14 eV, and the gap between the two averages is then smaller than 2.5.

The gas density is $2.41\times10^{14}$ cm$^{-3}$ and $\sigma=15.2$ angstrom$^2$, giving $\lambda=2.72$ cm. A 5 cm path contains $5/2.724=1.835$ collisions on average, and (11) gives

$$\langle E\rangle=5\,e^{-0.4848\times1.835}=2.05\ \text{eV}.$$

A fraction $e^{-1.835}=0.160$ has not collided. These atoms contribute $0.160\times5=0.80$ eV to the mean, nearly two fifths of it. The agreement with the geometric mean after one collision is accidental: $fs/\lambda$ happens to be close to $\xi$.

For the advance, $\kappa=0.469$ and (15) gives 3.19 cm. A 5 cm path is thus not a 5 cm gap, and (11) is not the mean energy of atoms arriving at a substrate 5 cm away. That average selects the atoms that arrive and includes their different path lengths.

Random flights of 200,000 atoms, with impact points drawn uniformly on the disk and velocities changed by the contact impulse, gave a mean energy of 2.049 eV with standard error 0.004 eV, and a mean advance of 3.189 cm. They test (11) and (15) within the same hard-sphere model.

## 6. What counts as a collision

Multiplying (5) by the collision rate per unit path gives, for a given energy,

$$-\frac{d\langle E\rangle}{ds}=NfE\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma. \tag{16}$$

The transport cross section $\sigma_{\rm tr}$ governs slowing even where the number of collisions is ambiguous. Quantum hard spheres show the distinction.

For relative wavenumber $k$, the scattering amplitude is

$$F(\theta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).$$

The radial wave $\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)$ vanishes at $r=d$, so $\tan\delta_l=j_l(kd)/y_l(kd)$. Orthogonality of the $P_l$ gives

$$\sigma_{\rm tot}=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l. \tag{17}$$

In $\int\cos\theta|F|^2d\Omega$, the recurrence $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbouring $l$ and gives

$$\frac{4\pi}{k^2}\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Write the sum in (17) as $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$ and subtract. The identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$ leaves

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{18}$$

For $kd\ll1$ the $l=0$ wave dominates, with $\delta_0=-kd$. Scattering is isotropic, both cross sections tend to $4\pi d^2$, and (2) holds per collision.

For $kd\gg1$, put $\nu=l+1/2$ and $b=\nu/k$. Away from the edge $\nu=kd$, the large-order forms of $j_l$ and $y_l$ are proportional to $\cos(\Phi-\pi/4)$ and $\sin(\Phi-\pi/4)$, with

$$\Phi=\sqrt{(kd)^2-\nu^2}-\nu\arccos\frac{\nu}{kd}.$$

Hence $\delta_l=3\pi/4-\Phi$ up to a multiple of $\pi$, and $d\delta_l/d\nu=\arccos(b/d)=\theta/2$ by (6). Equation (18) becomes $2\pi\int_0^d(1-\cos\theta)b\,db=\pi d^2$, the classical value. In (17) the rapidly varying $\sin^2\delta_l$ averages to $1/2$, giving $2\pi d^2$. The extra $\pi d^2$ is diffraction into angles of order $1/(kd)$, with almost no energy loss.

Here the CM energy is 2.94 eV and $kd=335$. The partial-wave sums give $\sigma_{\rm tot}=2.041\,\pi d^2$ and $\sigma_{\rm tr}=1.001\,\pi d^2$. Counting diffraction events as collisions lowers the mean loss fraction from 0.485 to 0.238, while the loss per centimetre stays classical to about 0.1%.

## 7. Moving gas, soft forces and excitation

**Moving gas.** Let the gas atom have velocity $\mathbf u$, and set $\mathbf g=\mathbf v-\mathbf u$. Before the collision $\mathbf v=\mathbf V+(m_2/M)\mathbf g$, where now $\mathbf V=(m_1\mathbf v+m_2\mathbf u)/M$. Isotropic scattering removes the cross term from the mean of $v'^2$, so the mean loss is

$$\frac{m_1m_2}{M}\mathbf V\cdot\mathbf g
=f\left[E-\frac{m_2u^2}{2}+\frac{m_2-m_1}{2}\mathbf v\cdot\mathbf u\right]. \tag{19}$$

Collisions are weighted by relative speed, $g\simeq v-\mathbf v\cdot\mathbf u/v$ for $u\ll v$. To first order in the temperature, $\langle m_2u^2/2\rangle=3k_BT/2$ and $\langle\mathbf v\cdot\mathbf u\rangle=-k_BT/m_2$. Thus

$$\langle\Delta E\rangle\simeq f\left[E-\left(2-\frac{m_1}{2m_2}\right)k_BT\right]. \tag{20}$$

At 400 K, $k_BT=0.0345$ eV. The full Maxwell average lowers the first loss from 2.424 to 2.397 eV, about 1%. At 0.35 eV, (20) lowers the loss by about 16%. The full average vanishes at 0.061 eV, below which an atom gains energy on average. The exponential decay (11) towards zero therefore fails near thermal energies.

**Soft forces.** Real atoms have no fixed $d$. Consider a model repulsion $Ae^{-r/a}$ with $a=0.30$ angstrom, and choose $A$ so that a 5 eV head-on collision turns at $r=d$. Then $A=2.936\,e^{2.2/0.3}$ eV, about 4.5 keV. The classical deflection integral gives $\sigma_{\rm tr}=1.09\,\pi d^2$ at 5 eV and $1.84\,\pi d^2$ at 0.5 eV, with $d$ held at 2.20 angstrom in both ratios. The head-on closest approach grows to 2.89 angstrom at the lower energy. Its square grows by the factor $(2.89/2.20)^2=1.73$, close to the factor $1.84/1.09=1.69$ by which $\sigma_{\rm tr}$ grows.

This potential deflects atoms at every finite impact parameter, though only slightly at large ones, so its classical total cross section is infinite and a loss per collision is undefined. Equation (16) remains meaningful.

**Excitation.** If a collision excites an internal energy $Q$, the relative speed obeys $g'^2=g^2-2Q/\mu$. With isotropic scattering the additional mean loss of the projectile is

$$\frac{m_1}{2}\left(\frac{m_2}{M}\right)^2\frac{2Q}{\mu}=\frac{m_2}{M}Q. \tag{21}$$

For a silicon excitation of roughly 0.8 eV this is 0.47 eV, about a fifth of the elastic mean loss at 5 eV. How often it happens is not determined here.

## 8. Relation to a deposition chamber

The pressure, path and starting energy lie in the rough range of magnetron sputtering: millitorr to tens of millitorr, several centimetres and a few electronvolts. Real sputtered atoms start with a broad energy distribution, and the gas near the target can be hotter and thinner than assumed. The cross section also varies with energy instead of staying constant. Using the two soft-force values in turn as constants in (16) changes the mean energy after 5 cm from 2.05 eV to about 1.9 eV or 1.0 eV. These are estimates of sensitivity within the chosen repulsion, which omits attraction and the several potential curves of open-shell silicon on argon, and not error bounds. For elastic collisions with gas atoms at rest, the mass factor $f$ in (16) follows from kinematics alone, whereas the energy after a path also needs a transport cross section suited to the energies encountered. The remaining digits are in the numerical output.

## Computed values

```
silicon mass: 28.09 u
argon mass: 39.95 u
initial energy: 5.00 eV
contact distance (model): 2.20 angstrom
gas pressure: 10.0 mTorr
gas temperature: 400 K
path length: 5.00 cm
mean loss fraction f: 0.4848 (dimensionless)
disk-average loss fraction: 0.4848 (dimensionless)
mean loss in first collision: 2.424 eV
smallest retained fraction alpha: 0.0304 (dimensionless)
largest single-collision loss: 4.848 eV
mean logarithmic loss xi: 0.8905 (dimensionless)
after 1 collisions: mean 2.576 eV, geometric mean 2.052 eV
after 2 collisions: mean 1.327 eV, geometric mean 0.842 eV
after 3 collisions: mean 0.684 eV, geometric mean 0.346 eV
after 4 collisions: mean 0.352 eV, geometric mean 0.142 eV
gas number density: 2.414e+14 cm^-3
hard-sphere cross section: 15.21 angstrom^2
mean free path: 2.724 cm
mean number of collisions on path: 1.835
fraction without collision: 0.160
mean energy after path, formula: 2.054 eV
mean energy after path, sampled: 2.049 eV
standard error of sampled energy: 0.0040 eV
mean laboratory cosine: 0.4688 (dimensionless)
mean forward advance, formula: 3.194 cm
mean forward advance, sampled: 3.189 cm
thermal energy kT: 0.0345 eV
warm-gas mean first loss: 2.3965 eV
first-order thermal reduction of loss: 0.0275 eV
warm/stationary collision rate: 1.0024 (ratio)
energy of zero mean loss in warm gas: 0.0608 eV
initial centre-of-mass energy: 2.936 eV
repulsion decay length (model): 0.30 angstrom
repulsion prefactor A: 4493 eV
soft sigma_tr/(pi d^2) at 5.0 eV: 1.089 (ratio)
closest approach at 0.5 eV: 2.891 angstrom
soft sigma_tr/(pi d^2) at 0.5 eV: 1.837 (ratio)
steep-potential limit of sigma_tr/(pi d^2): 0.99989 (ratio)
quantum size parameter kd: 334.9 (dimensionless)
quantum total/(pi d^2): 2.0410 (ratio)
quantum transport/(pi d^2): 1.0014 (ratio)
loss per counted quantum collision: 0.2379 (fraction)
low-energy total/(pi d^2), kd=0.01: 3.9999 (ratio)
silicon excitation energy (rough): 0.8 eV
extra mean loss from excitation: 0.470 eV
```
